\section*{Coulomb bound states on Fock's three-sphere: two derivations, part 2}

A spinless, non-relativistic electron is bound to a point charge $Z$, with reduced mass $\mu$, in atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$):
\begin{equation}
H=\frac{p^2}{2\mu}-\frac{Z}{r},\qquad
\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\,\psi(\mathbf r)\,d^3r .
\end{equation}
For $E<0$,
\begin{equation}
E=-\frac{p_0^2}{2\mu},\qquad A=p^2+p_0^2,\qquad A'=p'^2+p_0^2 .
\label{defs}
\end{equation}
\begin{equation}
A\,\phi(\mathbf p)=\frac{\mu Z}{\pi^2}\int\frac{\phi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p' .
\label{flat}
\end{equation}
Projection from the pole $e_4=(\mathbf 0,1)$ gives $u=(\mathbf u,u_4)=(\sin\chi\,\hat{\mathbf n},\cos\chi)$ on $S^3$, with $\hat{\mathbf n}=\mathbf p/p$, $A=2p_0^2/(1-u_4)$:
\begin{equation}
\mathbf u=\frac{2p_0\,\mathbf p}{A},\qquad u_4=\frac{p^2-p_0^2}{A}.
\label{map}
\end{equation}
\begin{equation}
|u-u'|^2=\frac{4p_0^2\,|\mathbf p-\mathbf p'|^2}{AA'} .
\label{chord}
\end{equation}
\begin{equation}
d\Omega=\Big(\frac{2p_0}{A}\Big)^3d^3p .
\label{jac}
\end{equation}
Also $d\Omega=\sin^2\chi\,d\chi\,d\omega$ ($d\omega$: ordinary solid angle) and $|u-u'|^2=2-2\cos\gamma$. In $\phi=c\,A^{-s}\,\Psi(u)$ the powers of $A$ and of $A'$ both cancel for $s=2$, giving Fock's equation:
\begin{equation}
\Psi=\frac{\mu Z}{p_0}\,K\Psi,\qquad
K\Psi(u)=\frac{1}{2\pi^2}\int_{S^3}\frac{\Psi(u')}{|u-u'|^2}\,d\Omega' .
\label{fock}
\end{equation}
At common $p_0$,
\begin{equation}
\phi=\frac{4p_0^{5/2}}{A^2}\Psi,\quad
\int\Psi_1^*\Psi_2\,d\Omega=\int\frac{A\,\phi_1^*\phi_2}{2p_0^2}d^3p,\quad
\int\phi_1^*\phi_2\,d^3p=\int\Psi_1^*\Psi_2(1-u_4)\,d\Omega .
\label{norms}
\end{equation}
Screening by $e^{-\kappa r}$ makes the denominator $|\mathbf p-\mathbf p'|^2+\kappa^2$, which is $AA'/4p_0^2$ times
\begin{equation}
|u-u'|^2+\frac{\kappa^2}{p_0^2}(1-u_4)(1-u_4') .
\label{screen}
\end{equation}
A numerical check compared $\pi^{-2}\int\phi'|\mathbf p-\mathbf p'|^{-2}d^3p'$ with its sphere form for the test function $\phi=[|\mathbf p-\mathbf a|^2+b^2]^{-2}$.

$K$ is symmetric on $L^2(S^3)$, so a complete list of eigenfunctions settles its eigenvalues and multiplicities. The first derivation applied Green's identity in $\mathbb R^4$ to $r^kY$ and $r^{-k-2}Y$, with $Y$ harmonic of degree $k$ and slope jump $2k+2$ at $r=1$. Letting $r\to1$ gave $KY=Y/(k+1)$. Among the homogeneous polynomials $P_k$, the harmonic ones ($H_k$) have dimension $(k+1)^2$.

The second derivation uses the Laplacian on $S^3$, with $L^2Y_{lm}=l(l+1)Y_{lm}$:
\begin{equation}
\Delta_S f=\frac{1}{\sin^2\chi}\,\partial_\chi\big(\sin^2\chi\,\partial_\chi f\big)-\frac{L^2f}{\sin^2\chi},
\label{lb}
\end{equation}
For smooth $f$ with $\Delta_Sf=-(n^2-1)f$, integer $n\ge1$, the average $\bar f$ over directions at angle $\gamma$ from $u$ obeys
\begin{equation}
\bar f(\gamma)=f(u)\,\frac{\sin n\gamma}{n\sin\gamma}.
\label{mean}
\end{equation}
\begin{equation}
Kf=\frac{f}{n}.
\label{eigB}
\end{equation}

\subsection{An explicit complete set}

Return to the pole $e_4$, let $x=\cos\chi=u_4$, and try $f=\sin^l\!\chi\;g(x)\,Y_{lm}(\hat{\mathbf n})$. With $\sigma=\sin\chi$, and primes on $g$ for $d/dx$,
\begin{align}
\partial_\chi(\sigma^lg)&=l\sigma^{l-1}x\,g-\sigma^{l+1}g',\\
\partial_\chi^2(\sigma^lg)&=l(l-1)\sigma^{l-2}x^2g-l\sigma^lg-(2l+1)\sigma^lx\,g'+\sigma^{l+2}g'' .
\end{align}
The radial part of \eqref{lb} is $\partial_\chi^2+2(x/\sigma)\partial_\chi-l(l+1)/\sigma^2$. The terms in $\sigma^{l-2}g$ collect to $l(l+1)(x^2-1)\sigma^{l-2}g=-l(l+1)\sigma^lg$, which joins $-l\sigma^lg$ to give $-l(l+2)\sigma^lg$. The terms in $g'$ give $-(2l+3)\sigma^lxg'$. Using $n^2-1-l(l+2)=n^2-(l+1)^2$, the eigenvalue equation is
\begin{equation}
(1-x^2)g''-(2l+3)x\,g'+\big[n^2-(l+1)^2\big]g=0 .
\label{geg}
\end{equation}
For $l=0$ the solution was found in \eqref{mean}: $g_0=U_{n-1}(x)=\sin n\chi/\sin\chi$. The identity $\sin(n+1)\chi+\sin(n-1)\chi=2\cos\chi\sin n\chi$ gives $U_n=2xU_{n-1}-U_{n-2}$, with $U_0=1$ and $U_1=2x$. So $U_{n-1}$ is a polynomial of degree $n-1$, with leading coefficient $2^{n-1}$ and parity $(-1)^{n-1}$. Differentiating \eqref{geg} once gives the same equation for $g'$ with $2l+3\to2l+5$ and with the constant lowered by $2l+3$, and $(l+1)^2+2l+3=(l+2)^2$. This is \eqref{geg} for $l+1$. Hence
\begin{equation}
g_l=\frac{d^l}{dx^l}U_{n-1}(x),\qquad l=0,1,\dots,n-1 ,
\end{equation}
a polynomial of degree $n-l-1$, which vanishes identically for $l\ge n$. The factor $\sin^l\!\chi\,Y_{lm}$ is a solid harmonic, a polynomial in $\mathbf u$, so $f$ is smooth on all of $S^3$ and \eqref{eigB} applies. The number of these functions at given $n$ is $\sum_{l=0}^{n-1}(2l+1)=n^2$, and they are independent because the $Y_{lm}$ are.

They are also complete. Let $\Psi\in L^2(S^3)$ be orthogonal to all of them, and let $\Psi_{lm}(x)=\int Y_{lm}^*\Psi\,d\omega$. At fixed $l$, the $g_l$ for $n=l+1,l+2,\dots$ have degrees $0,1,2,\dots$ and span all polynomials. Since $\sin^2\chi\,d\chi=(1-x^2)^{1/2}dx$, the function $h=(1-x^2)^{(l+1)/2}\Psi_{lm}$ is orthogonal to all polynomials on $[-1,1]$. It is square integrable there because $|h|^2\le(1-x^2)^{1/2}|\Psi_{lm}|^2$. By the Weierstrass theorem on the interval $h=0$, and by completeness of the $Y_{lm}$ on the ordinary sphere $\Psi=0$. The spectrum of $K$ is again $1/n$ with multiplicity $n^2$.

\subsection{Normalisation}

Multiplying \eqref{geg} by $(1-x^2)^{l+1/2}$ and using $g_l'=g_{l+1}$ puts it in the form
\begin{equation}
\frac{d}{dx}\big[w_{l+1}\,g_{l+1}\big]=-\big[n^2-(l+1)^2\big]\,w_l\,g_l,\qquad w_l=(1-x^2)^{l+1/2}.
\label{ladder}
\end{equation}
Let $J_l=\int_{-1}^1w_lg_l^2\,dx$. Writing one factor $g_{l+1}$ in $J_{l+1}$ as $g_l'$ and integrating by parts, with $w_{l+1}(\pm1)=0$, gives $J_{l+1}=[n^2-(l+1)^2]J_l$. The start is $J_0=\int_0^\pi\sin^2n\chi\,d\chi=\pi/2$, so
\begin{equation}
J_l=\frac{\pi}{2}\prod_{i=1}^l(n+i)(n-i)=\frac{\pi}{2}\,\frac{(n+l)!}{n!}\,\frac{(n-1)!}{(n-l-1)!}=\frac{\pi}{2}\,\frac{(n+l)!}{n\,(n-l-1)!}.
\end{equation}
The recurrence for $U$ is equivalent to $\sum_jU_jt^j=(1-2xt+t^2)^{-1}$. Differentiating $l$ times in $x$ gives $l!\,(2t)^l(1-2xt+t^2)^{-l-1}$, and the last factor is the generating function that defines the Gegenbauer polynomials $C^{l+1}_j$. Comparing the powers $t^{n-1}$ shows $g_l=2^ll!\,C^{l+1}_{n-l-1}$. The unit-normalised harmonics are
\begin{equation}
\Psi_{nlm}=N_{nl}\sin^l\!\chi\;C^{l+1}_{n-l-1}(\cos\chi)\,Y_{lm},\qquad
N_{nl}^2=\frac{(2^ll!)^2}{J_l}=\frac{2^{2l+1}\,n\,(n-l-1)!\,(l!)^2}{\pi\,(n+l)!}.
\label{psi}
\end{equation}

\section{Levels and states}

Fock's equation demands $p_0/\mu Z=1/n$, and with \eqref{defs}
\begin{equation}
p_0=\frac{\mu Z}{n},\qquad E_n=-\frac{\mu Z^2}{2n^2},\qquad \text{degeneracy } n^2 .
\label{levels}
\end{equation}
All eigenvalues of $K$ are positive, so a repulsive field, $Z<0$, has no state with $E<0$. The eigenvalues accumulate at zero, so the levels accumulate at $E=0$, where $p_0\to0$ and the map \eqref{map} sends every $\mathbf p\ne0$ to the north pole. For $E>0$ the quantity $A=p^2-2\mu E$ vanishes on a surface of real momenta, $u$ is unbounded there, and the argument says nothing about the continuum.

A solution with given $n$ has parity $(-1)^{n-1}$ under $u\to-u$. In the first derivation this is the parity of a homogeneous polynomial of degree $n-1$. In the second it is the product of $(-1)^l$ from the solid harmonic and $(-1)^{n-l-1}$ from $g_l$. Then $|\Psi|^2$ is even and $\int|\Psi|^2u_4\,d\Omega=0$, so by \eqref{norms} unit norm on the sphere is unit norm in momentum space. The middle relation of \eqref{norms} then gives $\langle p^2\rangle+p_0^2=2p_0^2$, that is $\langle p^2\rangle=p_0^2$ and a mean kinetic energy $-E_n$, which is the virial theorem.

With $\sin\chi=2p_0p/A$, the momentum function is $F_{nl}(p)Y_{lm}$, where
\begin{equation}
F_{nl}(p)=\frac{4p_0^{5/2}}{A^2}\,N_{nl}\Big(\frac{2p_0p}{A}\Big)^{l}C^{l+1}_{n-l-1}\Big(\frac{p^2-p_0^2}{A}\Big).
\label{F}
\end{equation}
It rises as $p^l$ and falls as $p^{-l-4}$. For $n=1$, $N_{10}^2=2/\pi$ and $\phi=2\sqrt2\,p_0^{5/2}/(\pi A^2)$, so the ground state is the constant on the sphere. The test function used above is this shape with $p_0\to b$, shifted by $\mathbf a$; since the flat integral is translation invariant, \eqref{flat} with $\mu Z=b$ gives its value in closed form as $1/\{b\,[|\mathbf p-\mathbf a|^2+b^2]\}$.

The phase relative to position space follows from $e^{i\mathbf p\cdot\mathbf r}=4\pi\sum i^lj_l(pr)Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf p})$. The inverse transform of $F_{nl}Y_{lm}$ is $i^lR\,Y_{lm}$ with the real function $R=\sqrt{2/\pi}\int F_{nl}\,j_l(pr)\,p^2dp$, because $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. As $r\to0$, $j_l\to(pr)^l/(2l+1)!!$, and $|j_l|$ never exceeds that value, so the sign of $R$ near the nucleus is the sign of the convergent integral $\int F_{nl}p^{l+2}dp$. From \eqref{jac}, $p^2\,|dp|=(A/2p_0)^3\sin^2\chi\,d\chi$. With $A\propto(1-x)^{-1}$ and $p^l\propto\sin^l\!\chi\,(1-x)^{-l}$, the integral is a positive constant times $\int_{-1}^1w_l\,g_l\,h\,dx$, where $h=(1-x)^{-l-1}$. Substituting \eqref{ladder} and integrating by parts turns this into a positive constant times $\int w_{l+1}g_{l+1}h'\,dx$. The boundary term vanishes as $(1-x)^{1/2}$, at this step and at each later one. After $n-l-1$ steps $g_{n-1}$ is a positive constant, and all derivatives of $h$ are positive. So $R>0$ near $r=0$, and the state $R_{nl}Y_{lm}$ with that sign convention has the transform $(-i)^lF_{nl}Y_{lm}$. The program tests \eqref{F}, sign included, against the Bessel transform of the Laguerre radial functions for all $n\le4$. It also inserts each of these states with $m=0$ into the unprojected equation \eqref{flat} at one momentum and recovers $\mu Z/p_0=n$.

\subsection{Each level has its own sphere}

States of different $n$, each with its own $p_0$, are orthogonal in $d^3p$ as eigenstates of the Hermitian $H$ with different energies. Harmonics of different $n$ placed on one sphere, at a common $p_0$, are a different set. They solve \eqref{flat} with the same $E$ and the charges $\mu Z=np_0$, and are called Coulomb Sturmians. Their orthogonality on $S^3$ is, by \eqref{norms}, orthogonality with weight $A$. In the plain product the term $-u_4$ in \eqref{norms} is added. By the three-term recurrence of the Gegenbauer polynomials it connects only neighbouring $n$ at the same $l$ and $m$, and these functions overlap. From \eqref{psi}, $N_{n0}^2=2/\pi$ and $Y_{00}=1/\sqrt{4\pi}$, so $\Psi_{n00}=U_{n-1}(u_4)/(\sqrt2\,\pi)$. By symmetry among the four axes, $\int u_4^2\,d\Omega=2\pi^2/4$. Then
\begin{equation}
\int\Psi_{100}\Psi_{200}(1-u_4)\,d\Omega=-\frac{1}{2\pi^2}\int2u_4^2\,d\Omega=-\frac12 ,
\end{equation}
and quadrature in $p$ gives $-0.5000000$, with the two other overlaps zero to the seven printed decimals.

\subsection{A rotation that mixes $l$}

Rotate $\Psi_{300}\propto U_2=4u_4^2-1$ by an angle $\alpha$ in the $(u_3,u_4)$ plane, $u_4\to cu_4+su_3$ with $c=\cos\alpha$, $s=\sin\alpha$. Using $|\mathbf u|^2=1-u_4^2$ to split $u_3^2$ into its angular average and a remainder,
\begin{equation}
4(cu_4+su_3)^2-1=\Big[\big(4c^2-\tfrac43s^2\big)u_4^2+\tfrac43s^2-1\Big]+8cs\,u_3u_4+4s^2\big(u_3^2-\tfrac13|\mathbf u|^2\big).
\end{equation}
The three pieces have $l=0,1,2$. The bracket equals $\beta U_2$ with $\beta=c^2-s^2/3=(4c^2-1)/3$, as both of its coefficients confirm. The mean of $U_2^2$ over the sphere is one, because $\Psi_{300}$ is normalised, so the weights are the mean squares of the pieces. The mean over $S^3$ is $(2/\pi)\int\sin^2\chi\,d\chi$ times the mean over directions, with $u_3=\sin\chi\cos\theta$. The integrals $\int_0^\pi\sin^4\chi\,d\chi=3\pi/8$ and $\int_0^\pi\sin^6\chi\,d\chi=5\pi/16$ give $\langle u_3^2u_4^2\rangle=\tfrac13\cdot\tfrac2\pi\big(\tfrac{3\pi}8-\tfrac{5\pi}{16}\big)=\tfrac1{24}$ and $\langle\sin^4\chi\rangle=\tfrac58$, and the directional mean of $(\cos^2\theta-\tfrac13)^2$ is $\tfrac15-\tfrac29+\tfrac19=\tfrac4{45}$. Hence
\begin{equation}
w_s=\frac{(4c^2-1)^2}{9},\qquad w_p=\frac{64c^2s^2}{24}=\frac83s^2c^2,\qquad w_d=16s^4\cdot\frac58\cdot\frac4{45}=\frac89s^4 .
\label{weights}
\end{equation}
In position space the three components carry the phases $i^l$. The program also applies a general four-dimensional rotation to $3s$ and tests the result in the flat equation \eqref{flat} at two momenta.

\section{What each derivation assumes}

Both start from Fock's equation and hence from the same physics: $E<0$, the pure $1/r$ potential, the non-relativistic kinetic energy, three dimensions. The factor $A=p^2+p_0^2$ on the left of \eqref{flat} comes from the kinetic energy, the factors $AA'$ in \eqref{chord} from the geometry, and the exponent three in \eqref{jac} from the dimension. Changing one of these powers while the others are held fixed upsets the double condition $s=2$. A change of dimension does not, because it changes two of them together: in $D\ge2$ dimensions the transform of $1/r$ scales as $q^{1-D}$ (for $D=1$ it diverges), the chord relation then contributes $(AA')^{-(D-1)/2}$ and the volume element $A'^D$, and the conditions $-s-(D-1)/2+D=0$ and $1-s=-(D-1)/2$ both give $s=(D+1)/2$. Both derivations also need the symmetry of $K$ on $L^2$ and a completeness theorem to exclude further levels, and both rest that on the Weierstrass theorem, once on the sphere and once on an interval.

The first derivation uses the exponent of the kernel. It works because $|x-y|^{-2}$ is harmonic in $\mathbb R^4$, and for a kernel that is not harmonic Green's identity acquires a volume term and the argument as given fails. In return it needs no ordinary spherical harmonics and no special function, and no coordinates on the sphere beyond the angle $\gamma$ that bounds the integrand for $r\to1$. The eigenvalue appears as $2/(2k+2)$, the flux of a point source in units of the sphere's area divided by the jump in slope, and the degeneracy as a count of polynomials in which $l$ never occurs. It needs one analytic step that the second avoids, the passage $r\to1$. It gives no formula for the states.

The second derivation uses only that the kernel depends on the angle $\gamma$. For any kernel $k(\gamma)$ integrable on the sphere, \eqref{mean} gives the eigenvalue $(4\pi/n)\int_0^\pi k(\gamma)\sin\gamma\,\sin n\gamma\,d\gamma$, common to all $n^2$ functions. This is the Funk--Hecke formula for $S^3$. It separates two facts that the first route delivers together. That the $n^2$ functions of one $n$ share an eigenvalue follows from $O(4)$ invariance alone. The value $1/n$, and with it the $1/n^2$ law of the energies and the fact that different $n$ never coincide, belongs to the particular kernel $1/(2-2\cos\gamma)$. The price is that the properties and completeness of the $Y_{lm}$ are taken as known, and that the choice of $e_4$ as pole hides the symmetry in the counting. The gain is the explicit list \eqref{psi} with its range $l\le n-1$.

The two results fit together. The functions \eqref{psi} have eigenvalue $1/n$, so by the first derivation they lie in the harmonic space of degree $n-1$, and being $n^2$ independent functions they are a basis of it. Neither method survives screening. The first needs the kernel to be the potential of a unit point source at $u$ itself, the second needs it to be a function of $\gamma$ alone, and the denominator \eqref{screen} depends on $u_4$ and $u_4'$ as well as on the chord.

\section{Worked example: He$^+$}

Take $Z=2$ and the reduced mass of electron and $\alpha$ particle, $\mu=0.999862925$, in the non-relativistic point-Coulomb model. Then $\mu Z=1.9997259$ bohr$^{-1}$ and $p_0$ is this number divided by $n$. For $n=3$, $p_0=0.6665753$ bohr$^{-1}$ and $E_3=-p_0^2/2\mu=-(0.6665753)^2/1.9997259=-0.2221918$ hartree, where $2\mu$ happens to equal $\mu Z$ because $Z=2$. With $1$ hartree $=27.211386$ eV this is $-6.046$ eV. The independent check is a finite-difference diagonalisation of the radial equation in position space for $l=0,\dots,4$.
\begin{center}
\begin{tabular}{cccccc}
$n$ & $p_0$ (bohr$^{-1}$) & $E_n$ (hartree) & grid, $ns$ & states & $E_n$ (eV)\\
1&1.9997259&$-1.9997259$&$-1.9997258$&1&$-54.42$\\
2&0.9998629&$-0.4999315$&$-0.4999315$&4&$-13.60$\\
3&0.6665753&$-0.2221918$&$-0.2221918$&9&$-6.046$\\
4&0.4999315&$-0.1249829$&$-0.1249829$&16&$-3.401$
\end{tabular}
\end{center}
The column of states counts $2l+1$ for each grid level within $10^{-6}$ hartree of $E_n$, and the program asserts that the grid has no other level below the energy that \eqref{levels} would give for $n=4.5$. The $1s$ entries differ by one unit in the seventh decimal, inside that tolerance. The seven decimals serve to compare two solutions of one model. Relativistic corrections, left out here, scale relative to $E_n$ as $(Z\alpha)^2\approx2\times10^{-4}$, with $\alpha$ the fine-structure constant, times a factor of order one that depends on the spin. For the real electron, described by the Dirac equation, the factor is below one; for a spinless relativistic particle it would be $5/4$ in the $1s$ state. In the Dirac spectrum the relative shift is $5\times10^{-5}$ for $1s$ and at most $7\times10^{-5}$ for the levels of the table, smaller than the effect of the reduced mass, $1.4\times10^{-4}$. Only four figures are therefore given in eV.

Follow the state $n=3$, $l=1$, $m=0$ at the momentum $\mathbf p=p_0(0.5,0.7,1.0)=(0.333288,0.466603,0.666575)$ bohr$^{-1}$, with $|\mathbf p|=0.879273$ bohr$^{-1}$. Here $p^2/p_0^2=0.25+0.49+1=1.74$, so $A=2.74\,p_0^2=1.217444$ bohr$^{-2}$ and \eqref{map} gives
\begin{equation}
u=\frac{(1.0,\;1.4,\;2.0,\;0.74)}{2.74}=(0.364964,\;0.510949,\;0.729927,\;0.270073).
\end{equation}
The point lies north of the equator because $p>p_0$, and $\sin\chi=2p_0p/A=0.962840$. The volume factor is $(2\times0.6665753/1.217444)^3=1.313078$ bohr$^3$.

For a second momentum $\mathbf p'=p_0(0,0,0.5)$ one has $A'=1.25\,p_0^2=0.555403$ bohr$^{-2}$ and $u'=(0,0,1,-0.75)/1.25=(0,0,0.8,-0.6)$. The flat distance is $|\mathbf p-\mathbf p'|^2=(0.25+0.49+0.25)p_0^2=0.439879$ bohr$^{-2}$. In \eqref{chord} the powers of $p_0$ cancel, leaving $4\times0.99/(2.74\times1.25)=1.156204$, the value also obtained by subtracting $u'$ from $u$ component by component.

From \eqref{psi}, $N_{31}^2=2^3\cdot3\cdot1!\cdot1/(\pi\,4!)=1/\pi$ and $N_{31}=0.564190$. The polynomial is $C^2_1=U_2'/2=4u_4=1.080292$, and $Y_{10}=\sqrt{3/4\pi}\times0.666575/0.879273=0.370409$. Therefore
\begin{align}
\Psi_{310}&=0.564190\times0.962840\times1.080292\times0.370409=0.217371,\\
F_{31}Y_{10}&=\frac{4p_0^{5/2}}{A^2}\Psi_{310}=0.979005\times0.217371=0.212807\ \text{bohr}^{3/2}.
\end{align}
Dividing by $Y_{10}$ gives $F_{31}=0.574520$ bohr$^{3/2}$, and the Bessel transform of the position-space function $R_{31}$ gives the same $0.574520$. The constant phase $-i$ drops out of the linear equation \eqref{flat}. Its left side is $1.217444\times0.212807=0.259081$ bohr$^{-1/2}$. The three-dimensional integral on the right, computed by quadrature around $\mathbf p$ without any projection, is $1.278688$ bohr$^{1/2}$, and $1.9997259\times1.278688/\pi^2=0.259081$ bohr$^{-1/2}$.

For the rotation of $3s$ by $\alpha=45^\circ$, $c^2=s^2=\tfrac12$, and \eqref{weights} gives $\tfrac19$, $\tfrac83\cdot\tfrac14=\tfrac23$ and $\tfrac89\cdot\tfrac14=\tfrac29$. Projection by quadrature on the sphere gives $0.111111$, $0.666667$, $0.222222$, and at $25^\circ$ it gives $0.580428$, $0.391216$, $0.028356$. Each rotated function is a stationary state with the energy $E_3$.

Finally, the potential is replaced by the model $-Ze^{-\kappa r}/r$ with the same $Z$ and $\mu$ and the round value $\kappa=0.1$ bohr$^{-1}$. The kernel now has the denominator \eqref{screen}. The finite-difference levels are $E_{2s}=-0.327020$ and $E_{2p}=-0.322896$ hartree, so $2p$ lies above $2s$ by $0.004124$ hartree. The loss of $O(4)$ invariance permits this splitting, and its sign and size are taken here from the numerical solution.

\section*{Numbers as computed}
\begin{verbatim}
area of S^3 = 19.73920880; Int |x|^-2 Lap exp(-x^2) d^4x = -39.47841760
k = 0: dim P_k = 1, dim H_k = 1, K eigenvalue = 1.0000000000
k = 1: dim P_k = 4, dim H_k = 4, K eigenvalue = 0.5000000000
k = 2: dim P_k = 10, dim H_k = 9, K eigenvalue = 0.3333333333
k = 3: dim P_k = 20, dim H_k = 16, K eigenvalue = 0.2500000000
k = 4: dim P_k = 35, dim H_k = 25, K eigenvalue = 0.2000000000
test function, flat vs sphere integral: 0.6172839506 0.6172839506
n = 1, l = 0: mu Z/p0 demanded by the flat integral equation = 1.000000000
n = 2, l = 1: mu Z/p0 demanded by the flat integral equation = 2.000000000
n = 3, l = 2: mu Z/p0 demanded by the flat integral equation = 3.000000000
n = 4, l = 3: mu Z/p0 demanded by the flat integral equation = 4.000000000
1s-2s overlap: own p0 0.0000000; common p0 plain -0.5000000, weight A 0.0000000
He+: Z = 2, mu = 0.999862925 m_e, 1 hartree = 27.211386 eV
n = 1: p0 = 1.9997259 1/bohr, E = -1.9997259 hartree = -54.41531 eV
   finite differences: ns level -1.9997258 hartree, states found 1
n = 2: p0 = 0.9998629 1/bohr, E = -0.4999315 hartree = -13.60383 eV
   finite differences: ns level -0.4999315 hartree, states found 4
n = 3: p0 = 0.6665753 1/bohr, E = -0.2221918 hartree = -6.04615 eV
   finite differences: ns level -0.2221918 hartree, states found 9
n = 4: p0 = 0.4999315 1/bohr, E = -0.1249829 hartree = -3.40096 eV
   finite differences: ns level -0.1249829 hartree, states found 16
screening kappa = 0.1 1/bohr: E2s = -0.327020, E2p = -0.322896, gap 0.004124 hartree
n = 3: p = p0*(0.500000, 0.700000, 1.000000) = (0.333288, 0.466603, 0.666575) 1/bohr, |p| = 0.879273 1/bohr
A = 1.217444 1/bohr^2, u = (0.364964, 0.510949, 0.729927, 0.270073), sin chi = 0.962840
dOmega/d^3p = 1.313078 bohr^3, 4 p0^(5/2)/A^2 = 0.979005 bohr^(3/2)
p' = (0.000000, 0.000000, 0.333288) 1/bohr, A' = 0.555403 1/bohr^2, u' = (0.000000, 0.000000, 0.800000, -0.600000)
|p-p'|^2 = 0.439879 1/bohr^2; chord^2 direct 1.156204, formula 1.156204
N_31 = 0.564190, C^2_1(u4) = 1.080292, Y_10 = 0.370409
Psi_310 = 0.2173709, phi_310 (without -i) = 0.2128072 bohr^(3/2)
radial F_31: Fock 0.5745202, Bessel 0.5745202 bohr^(3/2)
flat integral = 1.2786882 bohr^(1/2)
A phi = 0.2590809, (mu Z/pi^2) integral = 0.2590809 bohr^(-1/2)
3s rotated by 25 deg: weights s, p, d = (0.580428, 0.391216, 0.028356)
3s rotated by 45 deg: weights s, p, d = (0.111111, 0.666667, 0.222222)
\end{verbatim}
